# Temperature acceleration of retention loss in a hafnia memory capacitor

## The question

A ferroelectric memory capacitor is stored in one polarization state with no applied voltage. Charges or defects in the film slowly rearrange, and an internal bias field builds up that favours the stored state. This is imprint. When the opposite state is later written and read, its signal has become smaller.

Model the film as many independent regions. Each loses its opposite-state signal after one thermally activated event, and the loss is permanent. The retention lifetime $t_f$ is the storage time after which a fraction $x_f=0.20$ of the initial signal is lost.

Data: activation energy $E_a=1.0$ eV; Boltzmann constant $k=8.6173\times10^{-5}$ eV/K; storage at 85 °C and accelerated bake at 125 °C. Unless a part says otherwise, $E_a$, the friction felt by the moving defect and the fractional criterion $x_f$ are the same at both temperatures.

## (a) The waiting time

**Represent the event by a strongly damped particle in the potential $U(x)=E_a(1-x^2)^2$, where $x$ is position divided by the well-to-barrier distance $L$. Find how the mean time $\tau$ to go from $x=-1$ to $x=1$ depends on temperature when $E_a\gg kT$.**

**Answer.** The wells are at $x=\pm1$, and the barrier at $x=0$ has height $E_a$. With friction coefficient $\gamma$, the diffusion coefficient in the scaled coordinate is $D=kT/(\gamma L^2)$. In a short time $dt$ the displacement $\Delta$ has mean $-(D/kT)U'dt$ and mean square $2D\,dt$.

Let $w(x)$ be the mean time to reach $x=1$ from $x$. After $dt$ has passed, the remaining time is that of the new position, so $w(x)=dt+\langle w(x+\Delta)\rangle$. Expanding to first order in $dt$ gives

$$
D\,w''-\frac{D}{kT}U'w'=-1 .
$$

Multiplying by $e^{-U/kT}/D$ turns the left side into a total derivative:

$$
\left(e^{-U/kT}w'\right)'=-\frac{e^{-U/kT}}{D}.
$$

No probability flows out at $x\to-\infty$, so $e^{-U/kT}w'$ vanishes there. One integration gives $w'$. A second, using $w(1)=0$, gives

$$
\tau=w(-1)=\frac1D\int_{-1}^{1}dy\,e^{U(y)/kT}\int_{-\infty}^{y}dz\,e^{-U(z)/kT}.
$$

For $E_a\gg kT$ the outer integral is dominated by the barrier top, where $U\simeq E_a(1-2y^2)$. With $y$ near zero, the inner integral is dominated by the left well, where $U\simeq4E_a(z+1)^2$. Both integrals are then Gaussian:

$$
\tau\simeq\frac{\gamma L^2}{kT}\left(e^{E_a/kT}\sqrt{\frac{\pi kT}{2E_a}}\right)\sqrt{\frac{\pi kT}{4E_a}}
=\tau_0e^{E_a/kT},\qquad
\tau_0=\frac{\pi\gamma L^2}{2\sqrt2\,E_a}.
$$

The two square roots supply a factor $kT$, which cancels the $kT$ from $D$. The prefactor $\tau_0$ is therefore independent of temperature if $\gamma$ is.

## (b) From waiting time to lifetime

**Find $t_f$ and the acceleration factor $A=t_f(T_1)/t_f(T_2)$, with $T_1<T_2$. Does $A$ depend on $x_f$?**

**Answer.** When $E_a\gg kT$, the particle settles in its well long before it escapes, so the chance of escape per unit time is constant, $1/\tau$. The symmetric potential in (a) would by itself allow jumps back; the assumption that the loss is permanent excludes them. The surviving fraction $p$ then obeys $dp/dt=-p/\tau$ with $p(0)=1$, so $p=e^{-t/\tau}$. Failure occurs when $p=1-x_f$:

$$
t_f=-\tau\ln(1-x_f).
$$

The logarithm is the same at both temperatures and cancels in the ratio, as does $\tau_0$:

$$
A=\frac{\tau(T_1)}{\tau(T_2)}
=\exp\left[\frac{E_a}{k}\left(\frac1{T_1}-\frac1{T_2}\right)\right]
=\exp\left[\frac{E_a(T_2-T_1)}{kT_1T_2}\right].
$$

Thus $A$ does not depend on $x_f$. The conclusion also covers loss in several steps, provided every rate is a fixed number divided by the same $\tau$. In the variable $s=t/\tau$ the rate equations then contain no temperature. Failure comes at a fixed $s_f$, and $t_f=s_f\tau$.

The factor tends to 1 when $T_2\to T_1$. It describes faster ageing: the lifetime at $T_2$ is shorter by $A$.

## (c) The acceleration factor

**Evaluate $A$ for the two given temperatures.**

**Answer.** The Boltzmann factor requires absolute temperature, so $T_1=358.15$ K and $T_2=398.15$ K. Then

$$
\frac{E_a}{kT_1}=32.401,\qquad \frac{E_a}{kT_2}=29.146,
$$

$$
\ln A=32.401-29.146=3.255,\qquad A=e^{3.255}\approx25.9 .
$$

The lifetime falls about 26-fold. The thermal energy rises only from 0.0309 to 0.0343 eV, but it divides a barrier some thirty times larger, so the exponent changes by more than three. Celsius values in the same formula would give an exponent of 43.7 and a meaningless factor of $9.4\times10^{18}$.

The approximation in (a) can be assessed by evaluating its double integral with the trapezoidal rule at both temperatures. The ratio of the two times is 25.89, against 25.92 from the exponential formula. The difference of about 0.1 % comes from the shape of $U$ beyond the two parabolas.

Over this interval the mean factor per 10 K is $A^{1/4}=2.26$. A rule of doubling every 10 K would give $2^4=16$, which is too small for this barrier and these temperatures.

## (d) Reading a bake test

**A capacitor reaches 20 % loss after 1000 h at 125 °C. Predict its life at 85 °C. How long must a capacitor survive the bake to represent ten years at 85 °C?**

**Answer.** The predicted life is

$$
t_f(85\,^\circ\mathrm C)=25.92\times1000\ \mathrm h\approx2.6\times10^4\ \mathrm h\approx3.0\ \text{years}.
$$

For ten years, with 8766 h in a year, the required bake is

$$
\frac{10\times8766\ \mathrm h}{25.92}\approx3.4\times10^3\ \mathrm h .
$$

This capacitor therefore misses a ten-year target at 85 °C.

## (e) Uncertain inputs

**How does $A$ change if $E_a$ is wrong by 0.1 eV, or if the true bake temperature differs from 125 °C by 2 K?**

**Answer.** Since $\ln A$ is proportional to $E_a$, the exponent is multiplied by 0.9 or 1.1. This gives $A=18.7$ or $35.9$, which is 28 % below or 38 % above the original value.

For the temperature, differentiate $\ln t_f=E_a/kT+\text{constant}$:

$$
\frac{d\ln t_f}{dT}=-\frac{E_a}{kT^2}.
$$

At 125 °C the lifetime falls by about 7.3 % per kelvin. The full formula gives $A=22.4$ for a bake at 123 °C and $A=30.0$ for one at 127 °C. Of these two assumed errors, the one in the activation energy matters more.

## (f) More than one barrier, or more than one process

**(i) Let the barriers have a Gaussian distribution $g(E)$ with mean 1.0 eV and standard deviation 0.05 eV. Why does $A$ now depend on the failure criterion?**

**Answer.** Take $\tau_0$ to be the same for all regions, neglecting its weak dependence on the barrier height found in (a). The lost fraction is an average over regions:

$$
F=\int g(E)\left(1-e^{-u}\right)dE,\qquad u=\frac{t}{\tau_0}e^{-E/kT}.
$$

Let $\beta=1/kT$. At fixed $F$ a change of temperature must satisfy $\int g\,e^{-u}\,du\,dE=0$, where $du=u\,(d\ln t-E\,d\beta)$. Hence

$$
\frac{d\ln t}{d\beta}=\frac{\int E\,g\,u\,e^{-u}\,dE}{\int g\,u\,e^{-u}\,dE}.
$$

The effective activation energy is a mean over the barriers being crossed at the moment of failure, because $g\,ue^{-u}$ is the loss per unit $\ln t$ contributed by barriers near $E$. An early criterion samples the lower barriers, which have smaller acceleration factors. Solving $F=x_f$ numerically at both temperatures gives $A=23.1$ for 20 % loss and $A=25.7$ for 50 % loss.

**(ii) Return to a single barrier and add temperature-independent tunnelling, which alone would cause 20 % loss in ten years. The observed bake life is still 1000 h. What is the life at 85 °C?**

**Answer.** The rates of independent one-step losses add. At a common criterion each lifetime is inversely proportional to its rate, so inverse lifetimes add too. Let $a$ be the share of tunnelling in the total rate at 125 °C:

$$
a=\frac{1000}{10\times8766}=0.0114 .
$$

On cooling, the thermal share $1-a$ is divided by $A$, while $a$ is unchanged:

$$
A_{\mathrm{eff}}=\frac{1}{(1-a)/A+a}
=\frac{1}{0.0381+0.0114}\approx20.2 .
$$

The life at 85 °C is 2.3 years instead of 3.0. A process contributing about 1 % of the loss rate in the bake contributes nearly a quarter at 85 °C. On further cooling the life approaches ten years and cannot exceed it.

## (g) An absolute signal limit

**With a single barrier and no tunnelling, suppose the initial signal is 40 µC/cm² at 85 °C but 38 µC/cm² at 125 °C. Failure now means a signal below 32 µC/cm² at the storage temperature. Find the apparent acceleration factor.**

**Answer.** The signal is $S_0(T)e^{-t/\tau}$, so $t_f=\tau\ln(S_0/S_{\min})$. The logarithms no longer cancel:

$$
A_{\mathrm{app}}=A\,\frac{\ln(40/32)}{\ln(38/32)}
=25.92\times\frac{0.2231}{0.1719}\approx33.7 .
$$

The microscopic rates still differ by 25.9. The hot capacitor also starts closer to the limit, which shortens its measured life further. A fractional criterion, referred to the initial signal at each temperature, removes this effect.

## (h) Use for a real capacitor

**Set the model beside a real hafnium-zirconium oxide capacitor, and say what would justify using $A$.**

**Answer.** The signal of 40 µC/cm² is a round value in the rough range of good films about 10 nm thick. The activation energy is an assumed input; it can differ with electrodes, processing and cycling history, and should be measured on the device concerned. The moving particle in (a) illustrates activated escape; it does not identify the cause of imprint. With $E_a=1.0$ eV, the 1000 h bake life in (d) requires $\tau_0\approx4\times10^{-6}$ s. A single atomic hop has a prefactor nearer $10^{-13}$ s, roughly the period of an atomic vibration, and would take only about half a second at 125 °C. One hop over 1.0 eV therefore cannot explain the assumed life. A single hop would need a barrier $kT_2\ln(\tau/10^{-13}\,\mathrm s)\approx1.6$ eV, for which $A\approx180$, and one bake life cannot decide between the two cases. If 1.0 eV is kept, it must be read as an effective parameter of the whole loss process. The field estimate below is illustrative for the same reason.

Polycrystalline films contain differing grains and interfaces, so a single barrier is a doubtful assumption. The spread in (f) lowers $A$ by 11 % at the 20 % criterion. Its width is assumed, and a width of 0.1 eV would lower $A$ by 23 %. Measured imprint usually grows roughly as the logarithm of storage time and is partly undone by cycling, so the permanent exponential loss of (b) is an idealisation. A spread leaves $\ln t_f$ against $1/T$ almost straight at a fixed criterion, so a straight line does not confirm a single barrier.

Two other corrections are of similar or smaller size:

- If the rate prefactor is proportional to $T$, then $A$ is multiplied by $T_2/T_1$ and becomes 28.8.
- Suppose 1.0 eV is the barrier without a field, and an internal field of 0.5 MV/cm helps a defect of charge $2e$ over the 0.15 nm to the barrier top. The barrier falls by $2\times0.05\ \mathrm{V/nm}\times0.15\ \mathrm{nm}=0.015$ eV when expressed in eV, and $A$ becomes 24.7. The field is held equal at both temperatures.

These estimates, like that for the spread, take 1.0 eV as the underlying barrier or its mean. If 1.0 eV is instead the apparent activation energy, fitted to lifetimes at 85 and 125 °C under the same fractional criterion, all three effects are already included and $A$ needs no such correction. In that case $A$ only restates the measured ratio of lifetimes, which stands even if the process changes between the two temperatures. If $E_a$ comes from other temperatures or another source, predicting the ratio with $A\approx26$ requires that the film stay ferroelectric and that the same process control the loss from 85 to 125 °C. Two lifetimes always define a straight line of $\ln t_f$ against $1/T$, so they cannot reveal a change of process. Bakes at further temperatures may do so: curvature beyond the measurement error would show that a single exponential law does not describe the lifetimes. The cause need not be a change of process, since an absolute limit with a temperature-dependent initial signal, as in (g), can also bend the line. Bakes made only above 125 °C can miss a process that matters at 85 °C, such as the tunnelling in (f), because its share of the total rate shrinks on heating.

Numerical values quoted here were computed with a short program.
